# Depolarized Rayleigh Scattering and Polarizability Anisotropy of Randomly Oriented Molecules

## The measured ratio

A vertically polarized laser beam crosses a gas, and a detector in the horizontal plane receives the scattered light through an analyser. If every molecule responded equally in all directions, its induced dipole would be vertical and the crossed analyser would pass nothing. A molecule that is easier to polarize along one body axis acquires, in most orientations, a dipole tilted from the field, and some horizontally polarized light appears. The question is what the ratio of the two intensities says about the polarizability, and how large it can be.

Let the incident beam travel along $X$ with its electric field along $Z$. The detector lies in the $XY$ plane. The analyser is set parallel to $Z$, giving $I_\parallel$, or perpendicular to both $Z$ and the line of sight, giving $I_\perp$. The depolarization ratio is

$$\rho=I_\perp/I_\parallel .$$

Gaussian units are used, so polarizability is a volume. The molecule has a real symmetric polarizability tensor with principal values $\alpha_1,\alpha_2,\alpha_3$. Define

$$a=\tfrac13(\alpha_1+\alpha_2+\alpha_3),$$
$$\gamma^2=\tfrac12\left[(\alpha_1-\alpha_2)^2+(\alpha_2-\alpha_3)^2+(\alpha_3-\alpha_1)^2\right].$$

The result derived below is

$$\boxed{\rho=\frac{3\gamma^2}{45a^2+4\gamma^2}}$$

It gives $\rho=1/3$ for a molecule polarizable along one axis. That value is also the maximum for all tensors without negative principal values. Without this sign condition the maximum is $3/4$.

## From the induced dipole to the intensity

A molecule much smaller than the wavelength feels a uniform field of amplitude $E_0$ and acquires the dipole amplitude $p_i=\alpha_{iZ}E_0$. With $k=\omega/c$, its radiation field at distance $r$ in direction $\mathbf s$ has amplitude $k^2[\mathbf p-\mathbf s(\mathbf s\cdot\mathbf p)]/r$. An analyser direction $\mathbf e$ is perpendicular to $\mathbf s$, so it selects $k^2\,\mathbf e\cdot\mathbf p/r$. Dividing the scattered power per solid angle by the incident intensity gives

$$\frac{d\sigma}{d\Omega}=k^4(\mathbf e\cdot\boldsymbol\alpha\cdot\hat{\mathbf Z})^2 .$$

In a dilute gas the molecular positions are independent. The phases between different molecules then average out away from the forward direction, and intensities add. Hence $I_\parallel\propto\langle\alpha_{ZZ}^2\rangle$. The crossed analyser points along some horizontal direction; since the orientations are isotropic about $Z$, each such direction gives the same average, and $I_\perp\propto\langle\alpha_{XZ}^2\rangle$. The ratio therefore does not depend on the scattering angle within the $XY$ plane.

The detector is assumed to accept the pure rotational Raman lines together with the unshifted line. Summing over final rotational states then gives, by completeness, the mean of the squared tensor element over the isotropic distribution of orientations. The small differences in $\omega^4$ between these lines are neglected.

## The orientational averages

Let $n_i$ be the components of $\hat{\mathbf Z}$ along the principal axes of the molecule. Then $\alpha_{ZZ}=\sum_i\alpha_i n_i^2$, and

$$\langle\alpha_{ZZ}^2\rangle=\sum_i\alpha_i^2\langle n_i^4\rangle+2\sum_{i<j}\alpha_i\alpha_j\langle n_i^2n_j^2\rangle .$$

For random orientation each $n_i$ is uniformly distributed between $-1$ and $1$, so

$$\langle n_i^4\rangle=\tfrac12\int_{-1}^{1}u^4\,du=\tfrac15 .$$

Squaring $n_1^2+n_2^2+n_3^2=1$ and averaging gives three fourth-power terms and six mixed terms:

$$3\cdot\tfrac15+6\langle n_1^2n_2^2\rangle=1,\qquad \langle n_1^2n_2^2\rangle=\tfrac1{15}.$$

Introduce $S_2=\sum_i\alpha_i^2$ and $Q=\alpha_1\alpha_2+\alpha_2\alpha_3+\alpha_3\alpha_1$. Then

$$\langle\alpha_{ZZ}^2\rangle=\frac{3S_2+2Q}{15}.$$

Expanding the definitions of $a$ and $\gamma^2$ gives $9a^2=S_2+2Q$ and $\gamma^2=S_2-Q$. Solving these two equations,

$$S_2=3a^2+\tfrac23\gamma^2,\qquad Q=3a^2-\tfrac13\gamma^2 .$$

Substitution yields

$$\langle\alpha_{ZZ}^2\rangle=\frac{9a^2+2\gamma^2+6a^2-\frac23\gamma^2}{15}=a^2+\frac{4\gamma^2}{45}.$$

The crossed term follows from the length of the induced dipole. In the body frame $|\boldsymbol\alpha\cdot\hat{\mathbf Z}|^2=\sum_i\alpha_i^2n_i^2$, and $\langle n_i^2\rangle=1/3$. In the laboratory frame the same quantity is $\alpha_{XZ}^2+\alpha_{YZ}^2+\alpha_{ZZ}^2$, whose first two terms have equal averages. Thus

$$2\langle\alpha_{XZ}^2\rangle+\langle\alpha_{ZZ}^2\rangle=\frac{S_2}{3}=a^2+\frac{2\gamma^2}{9}.$$

Subtracting the parallel average leaves $2\langle\alpha_{XZ}^2\rangle=(10-4)\gamma^2/45$, so

$$\langle\alpha_{XZ}^2\rangle=\frac{\gamma^2}{15}.$$

Division by $\langle\alpha_{ZZ}^2\rangle$ gives the boxed formula. The crossed signal contains anisotropy alone, whereas the parallel signal contains both the mean response and anisotropy.

## Why one axis gives one third

For $\boldsymbol\alpha=\operatorname{diag}(\alpha,0,0)$ the dipole always lies along the body axis. Its size is proportional to the projection of the field on that axis, and the analyser takes a second projection. The parallel intensity is therefore proportional to $\langle n_1^4\rangle=1/5$. The crossed intensity contains one squared projection on $Z$ and one on $X$, with average $1/15$. Their ratio is $1/3$. The general formula agrees: $a=\alpha/3$ and $\gamma^2=\alpha^2$ give $3/(5+4)$.

To find the maximum, write

$$\rho=\frac{S_2-Q}{3S_2+2Q}.$$

The denominator is $15\langle\alpha_{ZZ}^2\rangle$, which is positive for any nonzero tensor. Subtracting from one third,

$$\frac13-\rho=\frac{3S_2+2Q-3S_2+3Q}{3(3S_2+2Q)}=\frac{5Q}{3(3S_2+2Q)} .$$

If no principal value is negative, then $Q\ge0$ and $\rho\le1/3$. Equality requires all three products in $Q$ to vanish, which leaves a single nonzero principal value. A disc with two equal polarizable axes has $S_2=2\alpha^2$ and $Q=\alpha^2$, hence $\rho=1/8$.

For principal values of either sign,

$$\frac34-\rho=\frac{5(S_2+2Q)}{4(3S_2+2Q)}=\frac{45a^2}{4(3S_2+2Q)}\ge0 .$$

The value $3/4$ is reached when $a=0$. Averages by quadrature over orientations, tested on 20,000 random tensors of each class, gave largest ratios of 0.333333 for nonnegative tensors and 0.750000 for tensors of either sign.

## When the principal values are positive

The sign condition can be traced to the excitation energies. Take fixed nuclei, a nondegenerate ground state and real wavefunctions. Let $\mathcal E_n$ be the excitation energies, $\mathbf r$ the sum of the electron positions, and $x_n=\langle n|\mathbf u\cdot\mathbf r|0\rangle$ for a field along the unit vector $\mathbf u$. An electron has charge $-e$, so the perturbation is $+e\,\mathbf u\cdot\mathbf r\,E_0\cos\omega t$. With the ground-state phase removed, the first-order amplitude $b_n$ obeys

$$i\hbar\dot b_n=\mathcal E_nb_n+eE_0x_n\cos\omega t .$$

Try $b_n=A\cos\omega t-iB\sin\omega t$. The sine terms give $\hbar\omega A=\mathcal E_nB$; the cosine terms give $\hbar\omega B=\mathcal E_nA+eE_0x_n$. Eliminating $B$,

$$A=-\frac{eE_0x_n\mathcal E_n}{\mathcal E_n^2-\hbar^2\omega^2}.$$

The induced dipole is $-2e\sum_nx_n\operatorname{Re}b_n$, so

$$\mathbf u\cdot\boldsymbol\alpha\cdot\mathbf u=2e^2\sum_n\frac{\mathcal E_nx_n^2}{\mathcal E_n^2-\hbar^2\omega^2}.$$

Below the first dipole-allowed excitation every contributing term is positive, and the bound $1/3$ applies. Just above that level one term is large and negative, and the bound can fail. Very close to resonance the lossless formula itself fails, because a linewidth makes the tensor complex.

## Geometry and related quantities

The direction of the incident polarization must be recorded with the ratio. If the beam along $X$ is polarized along $Y$ and viewed along $Y$, the analyser settings $Z$ and $X$ measure $\langle\alpha_{ZY}^2\rangle$ and $\langle\alpha_{XY}^2\rangle$. These are equal, so the ratio is 1 for any anisotropic molecule and carries no information about $\gamma/a$.

Unpolarized light is an incoherent equal mixture of the $Z$ and $Y$ polarizations. For observation along $Y$,

$$\rho_{\rm u}=\frac{\langle\alpha_{XZ}^2\rangle+\langle\alpha_{XY}^2\rangle}{\langle\alpha_{ZZ}^2\rangle+\langle\alpha_{ZY}^2\rangle}=\frac{2\rho}{1+\rho}.$$

This function increases with $\rho$, so its maximum for nonnegative tensors is $1/2$.

To extract anisotropy from a measured ratio, multiply out the boxed formula and collect $\gamma^2$:

$$\gamma^2=\frac{45a^2\rho}{3-4\rho}.$$

The mean $a$ must come from another measurement or a calculation. Even with $a$ known, the ratio does not in general fix all three principal values. For an axial molecule without negative principal values, a ratio above $1/8$ shows that the axis is the more polarizable direction; a nonzero ratio up to $1/8$ leaves the sign of the anisotropy open. At fixed $a$, differentiating the logarithm gives

$$\frac{d\gamma}{\gamma}=\frac{3}{2(3-4\rho)}\frac{d\rho}{\rho},$$

so for small $\rho$ the relative error of $\gamma$ is about half that of $\rho$. If the crossed analyser leaks a small fraction $\eta$ of the parallel intensity, the measured ratio becomes $\rho+\eta$. For weakly anisotropic molecules this offset must be small compared with $\rho$ itself.

The total cross section follows by integrating the dipole pattern. The angular integral of $|\mathbf p|^2-(\mathbf s\cdot\mathbf p)^2$ is $4\pi(1-\frac13)|\mathbf p|^2$, hence

$$\sigma=\frac{8\pi}{3}k^4\left(a^2+\frac{2\gamma^2}{9}\right).$$

Relative to an isotropic molecule with the same $a$, the enhancement is $1+2\gamma^2/(9a^2)$. Inserting the expression for $\gamma^2$ gives $1+10\rho/(3-4\rho)=(3+6\rho)/(3-4\rho)$.

## Ethylene at 532 nm

Ethylene is a small molecule with the C=C double bond that also occurs in vinyl-bearing precursors of low-permittivity films. The calculation uses a planar geometry with C=C and C–H lengths of 1.34 and 1.09 Å and an HCC angle of 121°. Time-dependent Hartree–Fock theory in the aug-cc-pVDZ basis gives principal values of 5.850 Å$^3$ along C=C, 3.685 Å$^3$ across it in the plane, and 3.508 Å$^3$ normal to the plane. The digits shown belong to this basis; larger basis sets raise the two transverse values by up to about 0.1 Å$^3$. The mean is

$$a=\frac{5.850+3.685+3.508}{3}=4.348\ \text{Å}^3 ,$$

and the three differences give

$$\gamma^2=\tfrac12(2.165^2+0.177^2+2.342^2)=5.10\ \text{Å}^6 ,$$

or $\gamma=2.26$ Å$^3$. The crossed and parallel averages are $5.10/15=0.340$ Å$^6$ and $4.348^2+4(5.10)/45=19.36$ Å$^6$. Their ratio is

$$\rho=\frac{0.340}{19.36}=0.0176 .$$

An anisotropy equal to about half the mean thus produces a ratio of less than two percent: $\gamma/a$ enters squared, with the small prefactor $1/15$. Unpolarized light would give 0.035 (0.031 with one more diffuse shell in the basis). The cross section is $3.27\times10^{-26}$ cm$^2$, or $3.27\times10^{-12}$ nm$^2$, of which the anisotropy accounts for a 6% enhancement over $a$ alone. One more diffuse shell in the basis raises the cross section by 2% and lowers the enhancement to 5%.

The photon energy is 2.33 eV and the first allowed level in this calculation lies at 7.10 eV (7.07 eV with one more diffuse shell in the basis), so the positivity condition holds comfortably. At 34 meV above that level, with linewidth ignored, the principal values become 49.3, 4.6 and −54.5 Å$^3$. Their sum nearly vanishes and $\rho$ reaches 0.750. Larger basis sets shift the two large values by up to about 5 Å$^3$ and the middle one by up to about 0.5 Å$^3$, and give $\rho=0.749$. The example shows the failure of the one-third bound, but is not a prediction of a resonant measurement.

## How far the number can be trusted

The electronic-structure error is larger than the rounding above suggests. At zero frequency Hartree–Fock gives $\rho=0.0156$, so going to 532 nm raises it by 13% (12% with one more diffuse shell in the basis). Also at zero frequency and in the same geometry, second-order perturbation theory (MP2) gives 0.0110, which is 29% below Hartree–Fock. The mean changes by only about 2%, from 4.16 to 4.06 Å$^3$, while $\gamma$ falls from 2.03 to 1.66 Å$^3$. One more diffuse shell raises both means by about 0.05 Å$^3$ and lowers both values of $\gamma$ by about 0.08 Å$^3$. Applying the Hartree–Fock frequency factor to the MP2 value gives the estimate

$$0.0110\times\frac{0.0176}{0.0156}\approx0.012 .$$

This assumes that correlation and dispersion act as independent factors. Higher correlation, basis-set error and vibrational averaging remain outside it. The basis-set error is not negligible: in aug-cc-pVTZ the 532 nm Hartree–Fock ratio is 0.0162 and the static MP2 ratio 0.0102, lower by 8% and 7%. Adding one more diffuse shell to aug-cc-pVDZ lowers the 532 nm Hartree–Fock ratio to 0.0157, or by 11%, and the static MP2 ratio to 0.0097, or by 12%. Lengthening C=C by 0.05 Å with the other bond lengths and angles fixed raises the 532 nm Hartree–Fock ratio in aug-cc-pVDZ to 0.0206, or by 17%; this is a sensitivity, not a vibrational average.

The finite size of the molecule matters far less. Its greatest internuclear distance is $L=0.309$ nm, and $(kL)^2=1.3\times10^{-5}$. Ethylene has an inversion centre, so corrections of first order in $kL$ vanish by parity and the remaining ones are expected at this small order.

A narrow spectral filter changes the measured quantity itself. For a classical linear top, the axis $\mathbf u$ rotates in the plane normal to the angular-momentum direction $\mathbf j$. Its time average is

$$\overline{u_iu_k}-\tfrac13\delta_{ik}=-\tfrac12\left(j_ij_k-\tfrac13\delta_{ik}\right).$$

The steady anisotropic amplitude is halved in size, and $\mathbf j$ is itself randomly oriented, so one quarter of the anisotropic intensity stays unshifted. Replacing $\gamma^2$ by $\gamma^2/4$ gives $\rho=0.0045$. Ethylene is not a linear top: it can also rotate about the C=C axis, so that axis need not be normal to $\mathbf j$. Treating it as a classical symmetric top in thermal equilibrium lowers the unshifted fraction to about 0.17 and the ratio to about 0.003. The linear-top value is therefore only a rough estimate of the effect of rejecting the rotational lines.

## Dense matter and dielectric films

In dense matter the positions are correlated. Split each tensor into $a\delta_{ik}$ and a traceless part. Assume that each molecule still responds to the incident field alone, so the fields of neighbouring dipoles are neglected, and that orientations are independent of one another and of the positions. The traceless part averages to zero over orientations, so its products with the isotropic parts and with the traceless parts of other molecules vanish on average. The isotropic parts interfere, multiplying $a^2$ by the structure factor $S=\langle|\sum_je^{i\mathbf q\cdot\mathbf r_j}|^2\rangle/N$, where $\mathbf q$ is the nonzero scattering vector and $N$ the number of molecules. Thus

$$\rho_S=\frac{3\gamma^2}{45Sa^2+4\gamma^2}.$$

For a fluid whose correlations are short compared with $1/q$, $S$ is the number variance divided by the mean number in a large open volume. That variance is $k_BT\,\partial\langle N\rangle/\partial\mu$. Since $\partial p/\partial\mu=n$ at fixed temperature, $S=k_BT(\partial n/\partial p)_T$. For molar density $n_m$ and $p=n_mRT(1+Bn_m)$ this becomes $S=1/(1+2Bn_m)$. A rough $B=-140$ cm$^3$/mol at 300 K and 1 bar gives $S=1.011$, lowering $\rho$ by about 1%.

A strongly suppressed density fluctuation has a much greater effect. The round value $S=0.05$ gives

$$\rho_S=\frac{3(5.10)}{45(0.05)(4.348)^2+4(5.10)}=0.243 ,$$

about 14 times the gas value with the same molecular tensor. With one more diffuse shell in the basis, $\rho_S$ is 0.22. Reading this ratio with the gas formula would greatly overstate the anisotropy.

The same tensor also enters the permittivity. Consider identical parallel point dipoles on a cubic lattice with number density $N_v$. Inside a sphere around one site their fields cancel, because the lattice sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ are equal and the mixed sums vanish by reflection. The polarization charge on the sphere's surface contributes $P\int\cos^2\theta\,d\Omega=4\pi P/3$. Therefore $P=N_v\alpha(E+4\pi P/3)$, and with $x=4\pi N_v\alpha/3$,

$$\varepsilon=1+\frac{4\pi P}{E}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.$$

For random orientation, $\alpha$ is replaced by $a$, which neglects local-field fluctuations. At a round density of 12 units per nm$^3$, $x=4\pi(12)(0.004348)/3=0.219$ and $\varepsilon=1.84$ at 532 nm. With perfect alignment at the same density, the values are 2.25 along C=C, 1.68 across it and 1.64 normal to the plane. One more diffuse shell in the basis changes these permittivities by less than 0.03. A modest depolarization ratio in the gas is therefore compatible with a sizeable permittivity anisotropy in an ordered packing.

Low-permittivity interlayer films have relative permittivities of very roughly 2 to 3 at device frequencies. The model's 1.84 is an optical, electronic value for packed ethylene units, without a silicate or polymer network, ionic motion or permanent dipoles, so it should not be compared directly with a film specification. For light scattering, dense films break more than one gas assumption. Molecular positions are not independent; the example above moves the ratio from 0.018 to 0.24 for one assumed $S$. Each molecule also feels the fields of its neighbours, which the formula for $\rho_S$ neglects. Pores, rough interfaces and correlated orientations add scattering that this formula does not contain. A film measurement needs a model of those contributions before its depolarization ratio can be converted into a molecular anisotropy. The numerical output below lists the main values, with the ethylene results in the aug-cc-pVDZ basis.

## Calculated quantities

```
orientation averages <n_i^4>, <n_i^2 n_j^2>: 0.200000, 0.066667
rho, one polarizable axis: 0.333333
rho, disc with two equal axes: 0.125000
rho, traceless tensor: 0.750000
largest rho in 20000 nonnegative tensors: 0.333333
largest rho in 20000 tensors of any sign: 0.750000
ratio, polarization in scattering plane, 90 deg: 1.0000
one-axis ratio for unpolarized light: 0.5000
C=C, C-H lengths: 1.34, 1.09 Angstrom; HCC 121 deg
wavelength: 532 nm; photon: 2.331 eV
first dipole-allowed level (TDHF): 7.095 eV
polarizability along C=C, 532 nm: 5.8500 Angstrom^3
polarizability in plane, across, 532 nm: 3.6849 Angstrom^3
polarizability normal to plane, 532 nm: 3.5080 Angstrom^3
mean polarizability a: 4.3476 Angstrom^3
anisotropy gamma: 2.2587 Angstrom^3
mean parallel term a^2+4g2/45: 19.3551 Angstrom^6
mean perpendicular term g2/15: 0.3401 Angstrom^6
depolarization ratio rho, 532 nm: 0.01757
ratio for unpolarized light: 0.03454
total cross section: 3.266e-26 cm^2
anisotropy enhancement of cross section: 1.05998
rho, static Hartree-Fock: 0.01558
rho, static MP2: 0.01100
static a, gamma, HF: 4.1580, 2.0313 Angstrom^3
static a, gamma, MP2: 4.0572, 1.6602 Angstrom^3
largest finite-field deviation, HF: 0.044 %
rho, C=C longer by 0.05 Angstrom: 0.02057
molecular length L: 0.309 nm; (kL)^2: 1.33e-05
gas: 300 K, 1 bar, virial -140 cm^3/mol (rough)
gas structure factor: 1.0114; rho: 0.01738
film structure factor (round): 0.05; rho: 0.2432
unshifted anisotropic fraction, linear top: 0.2500
rho with narrow filter, linear-top estimate: 0.00447
largest rho just above first allowed level: 0.7500
  at detuning 34.115 meV (no linewidth)
  principal values there: 49.30, 4.64, -54.51 Angstrom^3
packing density (round): 12 per nm^3
permittivity at 532 nm, from mean a: 1.839
permittivity, aligned, along C=C, across, normal: 2.250, 1.682, 1.642
```
